# Why an alloy melt rarely emits vapour of its own composition

**Q:** I have a binary melt in which 40 % of the atoms are of component A and 60 % of component B. I heat it in vacuum and collect the vapour. Surely 40 % of the collected atoms are A: the vapour comes from the melt, so it must have the melt's composition.

**A:** The melt supplies the atoms, but that does not fix the proportions in which they leave. If A escapes more readily than B, the first vapour is richer in A and the remaining melt poorer. No atom is lost from the count. Your conclusion needs equal escape rates per atom present, and nothing you have said provides them.

**Q:** Then what sets the escape rate? Start with a pure liquid, please.

**A:** Put the liquid in equilibrium with its vapour at temperature $T$ and count the atoms that strike the surface. Let the vapour be an ideal gas of single atoms of mass $m$ and number density $n$, with $v$ the velocity component towards the surface. Its Maxwell distribution is $\sqrt{m/2\pi kT}\,e^{-mv^2/2kT}$. Only atoms with $v>0$ arrive, so the flux, in atoms per area and time, is

$$
J_{\rm in}=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv
=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=n\sqrt{\frac{kT}{2\pi m}} .
$$

The ideal-gas pressure is $p=nkT$. Substituting $n=p/kT$ gives

$$
J_{\rm in}=\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
$$

At a given pressure, heavier atoms arrive less often because they are slower.

**Q:** That is the flux arriving. I asked about the flux leaving.

**A:** Equilibrium connects them. Let $\alpha$ be the fraction of arriving atoms that stick, averaged over the arriving flux. In equilibrium the liquid neither grows nor shrinks, so it emits as many atoms as it captures. At the saturation pressure $p^{\rm sat}$ this means

$$
J_{\rm out}=\alpha\,\frac{p^{\rm sat}}{\sqrt{2\pi mkT}} .
$$

Now remove the vapour. Capture stops. We assume that emission continues unchanged, because it is driven by thermal motion in the liquid; this requires the surface to stay at $T$ and in its equilibrium state. The result is the Hertz-Knudsen flux for free evaporation.

**Q:** Why would $\alpha$ differ from one?

**A:** As an illustration, suppose an atom sticks only if its kinetic energy normal to the surface exceeds $E_0$. With $\varepsilon=mv^2/2$ we have $v\,dv=d\varepsilon/m$, so the flux is distributed in normal energy as $e^{-\varepsilon/kT}d\varepsilon$, and

$$
\alpha=\frac{\int_{E_0}^{\infty}e^{-\varepsilon/kT}d\varepsilon}{\int_0^{\infty}e^{-\varepsilon/kT}d\varepsilon}=e^{-E_0/kT}.
$$

For $E_0=0.5\,kT$ this is 0.61. Two components may have different $\alpha$, and that alone would change the vapour composition. In the numbers below both are set to one.

**Q:** Now the alloy. I would multiply each pure flux by the atomic fraction.

**A:** That is right for an ideal solution if each component sticks to the melt with the same probability as to its own pure liquid. In general the neighbours matter: an atom strongly bound to its neighbours of the other kind is harder to remove. Thermodynamics expresses this through the activity $a_i$, defined by

$$
\mu_i=\mu_i^{0}+kT\ln a_i ,
$$

where $\mu_i$ is the chemical potential in the melt and $\mu_i^0$ that of the pure liquid at the same $T$. For an ideal vapour with partial pressure $P_i$, the chemical potential is $c_i(T)+kT\ln P_i$. Equilibrium over the pure liquid and over the melt gives, respectively,

$$
\mu_i^0=c_i+kT\ln p_i,\qquad \mu_i^0+kT\ln a_i=c_i+kT\ln P_i ,
$$

with $p_i$ the saturation pressure of pure $i$. Subtracting the first from the second leaves $\ln a_i=\ln(P_i/p_i)$, so $P_i=a_ip_i$. The small effect of vapour pressure on the liquid's chemical potential has been neglected. Applying the balance of emission and capture to each component separately,

$$
J_i=\alpha_i\,\frac{a_i\,p_i}{\sqrt{2\pi m_ikT}},\qquad a_i=\gamma_i x_i ,
$$

where $x_i$ is the atomic fraction and $\gamma_i$ the activity coefficient. Besides the amount present, the flux contains three properties of the component: its binding in this melt, its volatility when pure, and its mass. The sticking probability is a fourth; a value common to both components changes the fluxes but not the vapour composition.

**Q:** But atoms leave from the surface, and the outermost layer may not have the bulk composition. Should $x_i$ not be the surface fraction?

**A:** In equilibrium $\mu_i$ is the same in the surface layer and in the bulk, even if their compositions differ. The derivation used $\mu_i$, so the bulk activity is the right one. Surface enrichment can still affect $\alpha_i$. If evaporation strips the surface faster than the bulk can restore it, the equilibrium assumption fails and the bulk activity no longer applies.

**Q:** I need a definite activity to see how large the effect is.

**A:** Take the regular-solution model, a mean-field description. For $N_A$ and $N_B$ atoms, with $N=N_A+N_B$, the free energy relative to the pure liquids is

$$
\frac{G}{kT}=N_A\ln\frac{N_A}{N}+N_B\ln\frac{N_B}{N}+w\,\frac{N_AN_B}{N}.
$$

A negative $w$ means that mixing lowers the energy. Differentiate with respect to $N_A$ at fixed $N_B$. The two logarithmic terms give

$$
\ln\frac{N_A}{N}+1-\frac{N_A}{N}-\frac{N_B}{N}=\ln x_A ,
$$

and the last term gives

$$
w\left(\frac{N_B}{N}-\frac{N_AN_B}{N^2}\right)=w\,x_B(1-x_A)=w\,x_B^2 .
$$

Hence $\ln a_A=\ln x_A+w x_B^2$, or $\gamma_A=e^{wx_B^2}$. Exchanging the labels gives $\gamma_B=e^{wx_A^2}$.

Choose round model parameters: $T=1500$ K, masses 50 u for A and 200 u for B, saturation pressures 1.0 and 0.4 dyn/cm², and $w=-2$. For your melt,

$$
a_A=0.4\,e^{-2(0.6)^2}=0.4\times0.4868=0.1947,
$$

$$
a_B=0.6\,e^{-2(0.4)^2}=0.6\times0.7261=0.4357 .
$$

An explicit sum over the states of a closed melt with its vapour confirms these activities within the model, as the numerical output shows.

**Q:** And the vapour?

**A:** With equal $\alpha_i$, the common factor $\sqrt{2\pi kT}$ cancels from the flux ratio:

$$
\frac{J_A}{J_B}=\frac{a_Ap_A}{a_Bp_B}\sqrt{\frac{m_B}{m_A}}
=\frac{0.1947\times1.0}{0.4357\times0.4}\sqrt{\frac{200}{50}}
=1.117\times2=2.234 .
$$

The fraction of A among the emitted atoms is therefore

$$
y=\frac{J_A}{J_A+J_B}=\frac{2.234}{1+2.234}=0.691 .
$$

The melt is 40 % A and its vapour 69 % A. The separate fluxes are $1.87\times10^{16}$ and $8.4\times10^{15}$ atoms/(cm² s), together $2.71\times10^{16}$ atoms/(cm² s), or $2.71\times10^{20}$ atoms/(m² s). Ignoring the activity coefficients would have given 77 % A. In this melt the attraction between unlike atoms holds back A more than B, because A is the minority and $\gamma_A<\gamma_B$.

**Q:** If I weigh the deposit instead of counting atoms, do I get the same percentages?

**A:** No. The mass flux is $m_iJ_i$, proportional to $a_ip_i\sqrt{m_i}$, so the root of the mass moves to the numerator. By mass, A makes up

$$
\frac{0.691\times50}{0.691\times50+0.309\times200}=0.36
$$

of the vapour and 0.14 of the melt. Most of the emitted atoms are A, yet most of the emitted mass is B. A comparison between melt and vapour must use the same kind of fraction on both sides.

**Q:** Could I have read the composition from an equilibrium vapour-pressure measurement?

**A:** Not without the mass correction. In a closed vessel the vapour contains atoms in the ratio $a_Ap_A/(a_Bp_B)=1.117$, which is 53 % A. Free evaporation measures atoms crossing a surface per unit time, and the lighter atoms cross faster. Here that doubles the ratio and raises the fraction to 69 %.

**Q:** So is the vapour never like the melt?

**A:** It can be, at special compositions. Write $x=x_A$ and

$$
r=\frac{p_A}{p_B}\sqrt{\frac{m_B}{m_A}} .
$$

Since $(1-x)^2-x^2=1-2x$, the ratio of activity coefficients is $\gamma_A/\gamma_B=e^{w(1-2x)}$, and

$$
\frac{y}{1-y}=\frac{x}{1-x}\,r\,e^{w(1-2x)} .
$$

Unequal sticking would multiply $r$ by $\alpha_A/\alpha_B$. Equal compositions, $y=x$, require $r\,e^{w(1-2x)}=1$. Taking the logarithm gives $\ln r+w(1-2x)=0$, and solving for $x$ gives

$$
x^*=\frac12\left(1+\frac{\ln r}{w}\right).
$$

This lies strictly between 0 and 1 when $|\ln r|<|w|$. Here $r=2.5\times2=5$, so

$$
x^*=\tfrac12\left(1-\frac{1.609}{2}\right)=0.098 .
$$

A melt with 9.8 % A evaporates congruently: its vapour has its own composition. The number belongs to the mean-field model. Allowing short-range order at the same $w$, in the quasi-chemical approximation with 6 to 12 neighbours, moves $x^*$ to 0.11–0.12 and the vapour over the 40 % melt from 69 % to 68 % A. For an ideal solution, $w=0$, the condition is $r=1$; then every composition is congruent, and otherwise no mixture is.

**Q:** Is that the azeotrope, where liquid and equilibrium vapour agree?

**A:** Not when the masses differ. The azeotrope compares densities in a closed vessel, so $p_A/p_B=2.5$ replaces $r$:

$$
x_{\rm az}=\tfrac12\left(1-\frac{0.916}{2}\right)=0.271 .
$$

Evaporate this azeotropic melt into vacuum. Its equilibrium vapour has the melt's ratio, $0.271/0.729=0.372$, and the speed factor 2 turns this into a flux ratio of 0.743. The free vapour therefore has $0.743/1.743=0.426$ of A, well above 0.271.

**Q:** What happens below 9.8 %? Pure A is still the more volatile component.

**A:** There the vapour is poorer in A than the melt. In the dilute limit $x\to0$ the relation becomes $y/x\to r\,e^{w}=5\,e^{-2}=0.68$. An isolated A atom is surrounded by B, and for this $w$ the extra binding outweighs the greater volatility and the smaller mass. The pure saturation pressures alone do not decide which component is enriched.

**Q:** Suppose I keep evaporating one batch. Does the vapour stay at 69 % A?

**A:** No, because the melt changes. Let the batch hold $N$ atoms and remain uniform. When $N$ changes by $dN$, which is negative, the number of A atoms $xN$ changes by $y\,dN$. Thus

$$
N\,dx+x\,dN=y\,dN\quad\Longrightarrow\quad\frac{dx}{d\ln N}=y-x .
$$

Separating the variables and integrating from the initial state $(x_0,N_0)$,

$$
\ln\frac{N}{N_0}=\int_{x_0}^{x}\frac{dx'}{y(x')-x'} .
$$

If $y>x$, then $x$ falls as $N$ falls. For $10^{21}$ atoms and a surface that stays at 1 cm², half the batch has gone after $2.15\times10^4$ s, about six hours. The remaining melt then has $x=0.255$. Counting A atoms gives the mean composition of everything emitted so far:

$$
\bar y=\frac{0.400-0.5\times0.255}{0.5}=0.545 .
$$

This is below the initial 0.691 because the later vapour came from a poorer melt. Following the atom numbers in time agrees with the integral law.

**Q:** If I evaporate the whole batch, the deposit must contain 40 % A after all.

**A:** On average, yes, provided every atom is collected and stays. That is conservation of atoms over the entire run. It says nothing about the composition at a given moment. In this example the first layers are rich in A and the last ones poor, unless diffusion in the deposit evens them out.

**Q:** Does the melt lose all its A before the end?

**A:** Not in this case. The sign of $y-x$ is the sign of $\ln r+w(1-2x)$. For negative $w$ this expression increases with $x$ and vanishes at $x^*$. Above $x^*$ the vapour is richer in A and the melt moves down; below $x^*$ it moves up. Either way it drifts towards the congruent composition.

The rate follows from the logarithm of the composition relation,

$$
\ln\frac{y}{1-y}=\ln\frac{x}{1-x}+\ln r+w(1-2x).
$$

Differentiating with respect to $x$ gives

$$
\frac{1}{y(1-y)}\frac{dy}{dx}=\frac{1}{x(1-x)}-2w .
$$

At $x^*$ we have $y=x$, so $dy/dx=1-2wx^*(1-x^*)$. For a small deviation $\delta=x-x^*$,

$$
\frac{d\delta}{d\ln N}=\left(\frac{dy}{dx}-1\right)\delta=q\,\delta,\qquad q=-2w\,x^*(1-x^*),
$$

and hence $\delta\propto N^q$. Here $q=4\times0.0976\times0.9024=0.352$, and integration of the full equation far into the tail gives 0.3525 against the formula's 0.3524. The approach is slow: near $x^*$, a tenfold loss of atoms reduces the deviation by a factor of only $10^{0.352}\approx2.25$. With 1 % of the batch left, $x$ is still 0.115.

**Q:** So a batch eventually makes my belief true by itself?

**A:** For this melt, approximately and late. It is not a general rule. If $w$ is positive, $q$ is negative and the deviation grows as $N$ shrinks. With $w=1.8$ and the same $r$, the congruent composition is $x^*=0.947$, and melts started 0.01 above or below it move away. I keep $w<2$ because the curvature of the free energy per atom, in units of $kT$, is $1/[x(1-x)]-2w$. Since the first term is at least 4, the mixture is then stable against separation at every composition.

An ideal melt shows a third behaviour. With $w=0$,

$$
\frac{dN_A}{dN_B}=r\,\frac{N_A}{N_B}\quad\Longrightarrow\quad N_A\propto N_B^{\,r}.
$$

For $r=5$, each halving of the number of B atoms divides the number of A atoms by $2^5=32$, so the residue tends to pure B.

**Q:** Here is my best evidence, then. I feed a source continuously with 40 % material, and after some time the vapour is steadily 40 % A.

**A:** That observation is compatible with everything above. Let the feed contain a fraction $f$ of A and replace exactly the number of atoms lost, so that $N$ is constant. With surface area $S$ and total flux $J=J_A+J_B$, A atoms enter at the rate $SJf$ and leave at $SJy$:

$$
N\frac{dx}{dt}=SJ\,\bigl[f-y(x)\bigr].
$$

In the steady state $y=f$. The derivative found above shows that $y$ increases with $x$ for $w<2$. If $x$ is too high, then $y>f$ and $x$ falls; if it is too low, $x$ rises. The steady state is therefore stable. For $f=0.4$ the melt settles at $x=0.259$. To check this, insert it in the composition relation:

$$
\frac{0.259}{0.741}\times5\times e^{-2(1-0.518)}=0.350\times5\times0.381=0.667=\frac{0.4}{0.6}.
$$

The vapour matches the feed, while the melt emitting it contains only 26 % A. Had you sampled the melt, you would have seen the difference.

**Q:** How do I know that the assumptions hold: no collisions, and a uniform melt?

**A:** Estimate both. Emitted atoms fill only the outward half of velocity space, so for $\alpha_i=1$ their density at the surface is half the equilibrium value:

$$
n_{\rm v}=\frac{a_Ap_A+a_Bp_B}{2kT}=8.9\times10^{11}\ {\rm cm^{-3}} .
$$

With a round cross section $\sigma=3\times10^{-15}$ cm², the collision length is of order $1/(n_{\rm v}\sigma)\approx370$ cm, far more than the 1 cm size of the source. Few atoms should be scattered back.

For the melt, take a number density $n_{\rm m}=5\times10^{22}$ cm⁻³ and a diffusivity $D=5\times10^{-5}$ cm²/s. The batch is then $L=0.02$ cm deep, provided it wets the crucible and stays a flat film. This depth is far below the capillary length of a few millimetres, so a poorly wetting melt would bead up. As a hemispherical drop it would need about $9.5\times10^4$ s to lose half its atoms and the ratio $uL/D$ below would be about ten times larger, still small; the law for $x$ against $N$ is unaffected. The surface of the film recedes at $u=J/n_{\rm m}$. Preferential loss of A removes an excess flux $J(y-x)$, which diffusion must supply at a rate of order $n_{\rm m}D\,\Delta x/L$. Equating the two gives

$$
\Delta x\sim\frac{uL}{D}\,(y-x),\qquad
\frac{uL}{D}=\frac{2.71\times10^{16}}{5\times10^{22}}\times\frac{0.02}{5\times10^{-5}}\approx2.2\times10^{-4}.
$$

The composition difference across the melt is therefore negligible here. In a deep or slowly diffusing source it need not be, and the surface activity must then be found from the transport problem. When $uL/D\gg1$ and nothing stirs the source, the interior acts as a feed to a thin depleted surface layer, and the vapour tends to the composition of the interior. With $D=5\times10^{-10}$ cm²/s, so that $uL/D\approx22$, half evaporation leaves the interior at 0.400 and the surface at 0.259, and the vapour has 0.401. With the liquid diffusivity used above this regime would need a depth well beyond $D/u\approx90$ cm.

**Q:** And if vapour does return to the surface?

**A:** Then subtract what is captured. If the returning gas is Maxwellian at $T$ with partial pressure $P_i^{\rm back}$, and sticks with the same $\alpha_i$, the net flux is

$$
J_i^{\rm net}=\alpha_i\,\frac{a_ip_i-P_i^{\rm back}}{\sqrt{2\pi m_ikT}} ,
$$

which vanishes in equilibrium, as it must. If a component also leaves as molecules, each vapour species needs its own equilibrium pressure, mass and sticking probability, and its atoms are counted afterwards.

**Q:** Then I should ask which composition is known: the melt now, the feed, or the whole batch.

**A:** Yes. A known melt composition gives the instantaneous vapour through the activities, pressures, masses and sticking probabilities, provided the melt is uniform; otherwise the composition just below the surface must be used. A known feed gives the vapour of a steady source, and a known batch gives the average over complete evaporation. The last two follow from counting atoms, and neither makes the vapour equal to the melt at each moment.

## Table of computed values

```
temperature: 1500 K
atomic masses A, B: 50, 200 u
saturation pressures A, B: 1.0, 0.4 dyn/cm^2
interaction parameter w: -2.0
melt atomic fraction of A: 0.400
activity coefficients A, B: 0.4868, 0.7261
activities A, B: 0.1947, 0.4357
activities from state sum: 0.1947, 0.4358
partial pressures A, B: 0.1947, 0.1743 dyn/cm^2
flux of A: 1.8732e+16 atoms/(cm^2 s)
flux of B: 8.3834e+15 atoms/(cm^2 s)
total flux: 2.7115e+16 atoms/(cm^2 s)
total flux, SI: 2.7115e+20 atoms/(m^2 s)
flux ratio A/B: 2.2344
melt ratio A/B: 0.6667
volatility ratio r, free evaporation: 5.000
pressure ratio p_A/p_B: 2.500
vapour flux atomic fraction of A: 0.6908
same, if the melt were ideal: 0.7692
same, equilibrium vapour: 0.5277
melt mass fraction of A: 0.1429
vapour flux mass fraction of A: 0.3584
threshold E0/kT and sticking: 0.5, 0.6065
congruent melt fraction, free: 0.0976
azeotropic melt fraction, equilibrium: 0.2709
free flux fraction at azeotrope: 0.4263
source area: 1.0 cm^2
initial batch: 1.0e+21 atoms
time to evaporate half: 2.1509e+04 s
melt fraction of A at half: 0.2550
mean evaporated fraction of A: 0.5450
melt fraction of A with 1 % left: 0.1155
approach exponent q, formula: 0.3524
approach exponent q, integration: 0.3525
repelling case w and x*: 1.8, 0.9471
feed fraction of A: 0.400
steady fed melt fraction of A: 0.2590
steady fed vapour fraction of A: 0.4000
collision cross section: 3.0e-15 cm^2
vapour density at surface: 8.908e+11 cm^-3
collision length estimate: 374 cm
melt number density: 5.0e+22 cm^-3
melt diffusivity: 5.0e-05 cm^2/s
melt depth: 0.020 cm
Peclet number of the melt: 2.17e-04
```
